# The anomalous magnetic moment in the fine structure of helium

Let each electron have the gyromagnetic factor $g=2(1+a)$. In the leading fine structure of the helium level $2\,^3P$, the spin-spin interaction is then multiplied by $(1+a)^2$, the same-orbit interaction by $1+2a$, and the other-orbit interaction by $1+a$. To first order in $a$ the intervals $\nu_{01}=E_{J=0}-E_{J=1}$ and $\nu_{12}=E_{J=1}-E_{J=2}$ shift by

$$\Delta\nu_{01}=a\alpha^2\left(-\tfrac12N+X-\tfrac{15}{2}T\right),\qquad
\Delta\nu_{12}=a\alpha^2\left(-N+2X+3T\right),$$

where $N$, $X$ and $T$ are three expectation values defined below. Numerically the first interval grows by about $2.27\times10^{-7}$ eV (55 MHz) and the second shrinks by about $9.3\times10^{-8}$ eV (between 22 and 23 MHz); these are the values in the basis used below. In a converged basis the growth is $2.26\times10^{-7}$ eV (54.7 MHz) and the decrease stays at $9.3\times10^{-8}$ eV (22.5 MHz).

Atomic units are used in the algebra, so that $c=1/\alpha$. The nucleus is a fixed point charge $Z$. Spin-dependent terms are kept to order $\alpha^2$ and treated in first-order perturbation theory. "Same-orbit" means the coupling of a spin to its own electron's motion, in the electric field of the nucleus and of the other electron. "Other-orbit" means its coupling to the motion of the other electron.

An electron going from momentum $\mathbf p$ to $\mathbf p'$ couples to the electromagnetic field through the vertex

$$\Gamma^\mu=\gamma^\mu+\frac{ia}{2c}\sigma^{\mu\nu}q_\nu,\qquad \mathbf q=\mathbf p'-\mathbf p,\qquad \mathbf P=\tfrac12(\mathbf p+\mathbf p').$$

Here $a$ is the anomalous form factor at zero momentum transfer; this suffices because atomic momenta are small compared with $mc$. The free spinor, normalized to $u^\dagger u=1$, is to the required order

$$u(\mathbf p)=\left(1-\frac{p^2}{8c^2}\right)\begin{pmatrix}\chi\\[2pt] \dfrac{\boldsymbol\sigma\cdot\mathbf p}{2c}\chi\end{pmatrix}.$$

The charge density is $\rho=\bar u'\Gamma^0u$. Its $\gamma^0$ part is $u'^\dagger u$, in which the lower components give

$$\frac{(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)}{4c^2}=\frac{\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4c^2}.$$

Since $\mathbf p'\times\mathbf p=(\mathbf P+\mathbf q/2)\times(\mathbf P-\mathbf q/2)=\mathbf q\times\mathbf P$, the spin part is $i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf P)/4c^2$.

For the anomalous part, $\sigma^{0i}=i\gamma^0\gamma^i=i\alpha^i$, where $\alpha^i$ is a Dirac matrix, and the lowered component is $q_i=-q^i$. The product of the factors $i$, $i$ and $-1$ is $+1$, so this part is $(a/2c)\,u'^\dagger\gamma^0\boldsymbol\alpha\cdot\mathbf q\,u$. The matrix $\gamma^0$ reverses the sign of the lower row, and therefore

$$\frac{a}{4c^2}\left[(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)\right]
=\frac{a}{4c^2}\left[-q^2+2i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf P)\right].$$

The last step uses $\mathbf q\times\mathbf p-\mathbf p'\times\mathbf q=\mathbf q\times(\mathbf p+\mathbf p')=2\,\mathbf q\times\mathbf P$. The two spin parts add to

$$\rho_{\rm spin}=\frac{i(1+2a)}{4c^2}\,\boldsymbol\sigma\cdot(\mathbf q\times\mathbf P).$$

The factor is $1+2a=g-1$. The moment, proportional to $g$, feels the magnetic field seen by a moving electron, and the Thomas precession subtracts one unit that does not depend on the moment. At $a=-1$ the moment vanishes and the factor is $-1$, which is the Thomas term alone.

The current follows from $\mathbf j/c=\bar u'\boldsymbol\Gamma u$. Its Dirac part is

$$\frac{1}{2c}\left[\sigma_i(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p')\sigma_i\right]
=\frac1{2c}\left[2P_i+i(\mathbf p\times\boldsymbol\sigma)_i-i(\mathbf p'\times\boldsymbol\sigma)_i\right]
=\frac1c\left[\mathbf P+\frac i2\boldsymbol\sigma\times\mathbf q\right]_i .$$

In the anomalous part, $\sigma^{ij}$ acts between the upper components as $\epsilon_{ijk}\sigma_k$. With $q_j=-q^j$ it gives $-(ia/2c)\,\mathbf q\times\boldsymbol\sigma=(ia/2c)\,\boldsymbol\sigma\times\mathbf q$. The term with the energy transfer is smaller by a relative order $\alpha^2$. Hence

$$\mathbf j=\mathbf P+\frac{i(1+a)}2\,\boldsymbol\sigma\times\mathbf q .$$

The current contains the full moment, proportional to $g/2=1+a$, and no Thomas term at this order.

In Coulomb gauge, one-photon exchange between the electrons gives

$$U(\mathbf q)=\frac{4\pi}{q^2}\left[\rho_1\rho_2-\frac{1}{c^2}\left(\mathbf j_1\cdot\mathbf j_2-\frac{(\mathbf j_1\cdot\mathbf q)(\mathbf j_2\cdot\mathbf q)}{q^2}\right)\right].$$

Retardation in the current term is neglected, since it is of higher order. Electron 2 receives the momentum $-\mathbf q$. The spin current is perpendicular to $\mathbf q$, so the last term has no spin-dependent part. What remains is

$$\begin{aligned}
U_{\rm spin}=\frac{4\pi\alpha^2}{q^2}\Big\{&\tfrac{i(1+2a)}4\left[\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf P_1)-\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf P_2)\right]\\
&-\tfrac{i(1+a)}2\left[\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf P_2)-\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf P_1)\right]\\
&-\tfrac{(1+a)^2}4(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)\Big\}.
\end{aligned}$$

The first line is charge times charge, the second is spin current times orbital current, and the third is spin current times spin current. This is the origin of the three scale factors.

To return to position space, let $\mathbf r=\mathbf r_1-\mathbf r_2$. The Fourier transform takes $4\pi/q^2$ to $1/r$ and $4\pi i\mathbf q/q^2$ to $\nabla(1/r)=-\mathbf r/r^3$. Because $\mathbf r/r^3$ has no curl, its cross product with a momentum has no ordering ambiguity. With $\boldsymbol\sigma=2\mathbf s$, the first two lines become

$$H_{\rm same}^{ee}=\frac{\alpha^2(1+2a)}{2r^3}\left[-\mathbf s_1\cdot(\mathbf r\times\mathbf p_1)+\mathbf s_2\cdot(\mathbf r\times\mathbf p_2)\right],$$

$$H_{\rm other}=\frac{\alpha^2(1+a)}{r^3}\left[\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)-\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)\right].$$

For the third line, $(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)=q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)$. Away from $r=0$ the first term transforms to zero, and $4\pi q_iq_j/q^2$ transforms to $-\partial_i\partial_j(1/r)=\delta_{ij}/r^3-3r_ir_j/r^5$. Thus

$$H_{ss}=\alpha^2(1+a)^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right].$$

There is also a contact term proportional to $\delta(\mathbf r)$. A spin triplet has a spatially antisymmetric wave function, which vanishes at $\mathbf r=0$, so this term does not contribute.

The fixed nucleus has a charge but no current. Replacing the second electron's charge by the nuclear one changes the sign of the interaction and multiplies it by $Z$. With $\mathbf l_i=\mathbf r_i\times\mathbf p_i$,

$$H_{\rm same}^{\rm nuc}=\frac{\alpha^2(1+2a)Z}{2}\left[\frac{\mathbf s_1\cdot\mathbf l_1}{r_1^3}+\frac{\mathbf s_2\cdot\mathbf l_2}{r_2^3}\right].$$

Within the triplet, $\mathbf s_1-\mathbf s_2$ has no matrix elements, because it is odd under exchange of the spins. Each $\mathbf s_i$ can therefore be replaced by $\mathbf S/2$. The couplings of triplet to singlet enter in second order and are left out. Both mutual orbital terms then contain the same operator $\mathbf r\times(\mathbf p_1-\mathbf p_2)/r^3$. In the state with $M_L=1$ define

$$N=\left\langle Z\left(\frac{\mathbf l_1}{r_1^3}+\frac{\mathbf l_2}{r_2^3}\right)_{\!z}\right\rangle,\quad
X=\left\langle\frac{[\mathbf r\times(\mathbf p_1-\mathbf p_2)]_z}{r^3}\right\rangle,\quad
T=\left\langle\frac{3z^2-r^2}{r^5}\right\rangle,$$

where $z$ is the component of $\mathbf r$. Within $L=1$ a vector operator is proportional to $\mathbf L$, and $L_z=1$ in this state. The orbital terms therefore add to $C\,\mathbf L\cdot\mathbf S$ with

$$C=\alpha^2\left[\frac{(1+2a)(N-X)}4-\frac{(1+a)X}2\right].$$

For the spin-spin term, squaring $\mathbf S\cdot\hat{\mathbf r}=\mathbf s_1\cdot\hat{\mathbf r}+\mathbf s_2\cdot\hat{\mathbf r}$ gives $(\mathbf S\cdot\hat{\mathbf r})^2=\frac12+2(\mathbf s_1\cdot\hat{\mathbf r})(\mathbf s_2\cdot\hat{\mathbf r})$. In the triplet $\mathbf s_1\cdot\mathbf s_2=\frac14$, so the bracket in $H_{ss}$ equals $[1-\frac32(\mathbf S\cdot\hat{\mathbf r})^2]/r^3$. Since $\mathbf S^2=2$, this is

$$H_{ss}=-\tfrac32\alpha^2(1+a)^2\,S_iS_jQ_{ij},\qquad Q_{ij}=\frac{r_ir_j-\frac13r^2\delta_{ij}}{r^5},$$

with repeated indices summed. Within $L=1$ a symmetric traceless tensor must have the form $Q_{ij}=\kappa\,[\frac12(L_iL_j+L_jL_i)-\frac23\delta_{ij}]$. At $M_L=1$ its $zz$ element is $\kappa/3$, while the definition gives $T/3$, so $\kappa=T$. In the contraction with $S_iS_j$, the order $L_iL_j$ gives $(\mathbf L\cdot\mathbf S)^2$. The order $L_jL_i=L_iL_j-i\epsilon_{ijk}L_k$ gives $(\mathbf L\cdot\mathbf S)^2+\mathbf L\cdot\mathbf S$, because $\epsilon_{ijk}S_iS_j=iS_k$. Hence

$$H_{ss}=-\tfrac32\alpha^2(1+a)^2T\left[(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac43\right].$$

For $J=0,1,2$ the product $\mathbf L\cdot\mathbf S=[J(J+1)-4]/2$ is $-2,-1,1$, and the square bracket is $\frac53,-\frac56,\frac16$. The three levels are

$$\begin{aligned}
E_0&=-2C-\tfrac52\alpha^2(1+a)^2T,\\
E_1&=-C+\tfrac54\alpha^2(1+a)^2T,\\
E_2&=C-\tfrac14\alpha^2(1+a)^2T,
\end{aligned}$$

apart from a common energy. Subtraction gives

$$\nu_{01}=-C-\tfrac{15}4\alpha^2(1+a)^2T,\qquad
\nu_{12}=-2C+\tfrac32\alpha^2(1+a)^2T.$$

The anomaly changes $C$ by $\alpha^2a[(N-X)/2-X/2]=\alpha^2a(N/2-X)$ and changes $(1+a)^2$ by $2a+a^2$. Without $a^2$, these changes give the shifts stated at the start. The quadratic terms add $-\frac{15}4a^2\alpha^2T$ to the first shift and $\frac32a^2\alpha^2T$ to the second.

To evaluate the three expectation values, write the real Cartesian components of the $P$ state as a vector function

$$\boldsymbol\psi=\mathbf r_1F(r_1,r_2,r)-\mathbf r_2F(r_2,r_1,r),\qquad n=\int|\boldsymbol\psi|^2 .$$

Each component has norm $n/3$, and in this basis $(L_i)_{jk}=-i\epsilon_{ijk}$. A vector operator $A_i=w(\mathbf v\times\mathbf p)_i$ with scalar $w$ therefore satisfies $\langle\psi_j|A_i|\psi_k\rangle=-iA\,\epsilon_{ijk}\,n/3$, where $A$ is its value at $M_L=1$. Multiplying by $\epsilon_{ijk}$, using $\epsilon_{ijk}\epsilon_{ijk}=6$ and inserting $\mathbf p=-i\nabla$ gives

$$A=\frac1{2n}\int w\left[(\mathbf v\cdot\boldsymbol\psi)(\nabla\cdot\boldsymbol\psi)-\psi_jv_k\partial_j\psi_k\right].$$

For $N$ the gradient is that of the electron concerned; for $X$ it is $\nabla_1-\nabla_2$ and $\mathbf v=\mathbf r$. For the tensor, $(L_iL_l)_{jk}=\delta_{il}\delta_{jk}-\delta_{ik}\delta_{jl}$. Setting $i=j$ and $l=k$ and summing gives $0$ for $L_iL_l$ and $-6$ for $L_lL_i$. With the trace term $-\frac23\cdot3=-2$ the total is $-3-2=-5$. Thus $\int\psi_jQ_{jk}\psi_k=-5Tn/3$, or

$$T=-\frac{3}{5n}\int\frac{(\mathbf r\cdot\boldsymbol\psi)^2-\frac13r^2|\boldsymbol\psi|^2}{r^5}.$$

The function $F$ was expanded in products $r_1^ir_2^jr^k$ with $i+j+k\le5$, times exponentials in $r_1$ and $r_2$. One compact and one diffuse exponent were used, in both assignments to the two electrons, which makes 112 functions. The coefficients minimize the nonrelativistic energy, and the integrals over the three distances were done by Gaussian quadrature. The energy is $-58.0463$ eV, and the expectation values are

$$N=0.9353\ \text{Å}^{-3},\qquad X=0.4645\ \text{Å}^{-3},\qquad T=-0.1218\ \text{Å}^{-3}.$$

In ordinary units $\alpha^2$ is replaced by $\alpha^2E_ha_0^3=2.1473\times10^{-4}$ eV Å$^3$, where $E_h$ is the hartree and $a_0$ the Bohr radius. Without the anomaly, $C=\alpha^2(N-3X)/4$, and the intervals are

$$\nu_{01}=\alpha^2\left[\tfrac14(3X-N)-\tfrac{15}4T\right]=1.227\times10^{-4}\ \text{eV},$$

$$\nu_{12}=\alpha^2\left[\tfrac12(3X-N)+\tfrac32T\right]=9.9\times10^{-6}\ \text{eV}.$$

The second interval is small because its orbital part, about $4.9\times10^{-5}$ eV, is largely cancelled by its spin-spin part, about $-3.9\times10^{-5}$ eV.

With $a=0.00115965$, the common factor of the shifts is $a\alpha^2E_ha_0^3=2.490\times10^{-7}$ eV Å$^3$. With the unrounded values of $N$, $X$ and $T$, the first-order shifts are

$$\Delta\nu_{01}=2.490\times10^{-7}\,(-0.4677+0.4645+0.9139)\ \text{eV}=2.27\times10^{-7}\ \text{eV},$$

$$\Delta\nu_{12}=2.490\times10^{-7}\,(-0.9353+0.9289-0.3655)\ \text{eV}=-9.3\times10^{-8}\ \text{eV}.$$

The terms in $a^2$ change them by about $1.3\times10^{-10}$ and $-5\times10^{-11}$ eV, which does not affect the digits given.

Restricting the powers to $i+j+k\le4$ leaves 70 functions and changes the two shifts by 0.3 and 0.5 percent of their values. It changes $N$, $X$ and $T$ by 0.06, 0.19 and 0.15 percent of their values and moves $\nu_{01}$ to $1.230\times10^{-4}$ eV, so these quantities are known here only to a few tenths of a percent: their fourth digits, and the third digits of $X$ and $\nu_{01}$, are not settled and are kept only for the arithmetic. The interval $\nu_{12}$ itself changes by about 3 percent, which leaves its second digit unsettled, because the cancellation magnifies small changes in $N$, $X$ and $T$. These differences indicate the numerical sensitivity; they are not error bounds. A basis of correlated exponentials in $r_1$, $r_2$ and $r$ with many different exponents, whose results are stable from 120 to 360 functions, gives the energy $-58.0464$ eV, $N=0.9356$, $X=0.4632$ and $T=-0.1216$ Å$^{-3}$, $\nu_{01}=1.223\times10^{-4}$ eV, $\nu_{12}=9.6\times10^{-6}$ eV, $\Delta\nu_{01}=2.26\times10^{-7}$ eV and $\Delta\nu_{12}=-9.3\times10^{-8}$ eV. The values in the 112-function basis are thus off by about 0.3 percent for $X$, 0.2 percent for $T$, 0.4 percent for $\nu_{01}$ and between 3 and 4 percent for $\nu_{12}$.

Relative to its interval, $\nu_{01}$ grows by 0.18 percent and $\nu_{12}$ falls by about 1 percent (0.93 percent in the 112-function basis, 0.97 percent when converged), whereas $2a$ is 0.23 percent. A common factor $1+2a$ would have raised both. The orbital contributions to the shifts nearly cancel, since $N/2$ and $X$ differ by only 0.4 percent of $N/2$ in the smaller basis and 0.7 percent in the larger. This small difference is not converged in these two bases; its converged value is 1.0 percent. What remains is mainly the spin-spin change, which enters the two intervals with opposite signs and in the ratio $-\frac{15}2:3$.

A simple limit shows how such a cancellation can arise. Let electron 1 be in a compact $s$ state, let electron 2 be in a distant $p$ state, and neglect exchange. The nuclear term gives $N\to Z\langle r_2^{-3}\rangle$. In $X$, $\mathbf r\approx-\mathbf r_2$, so $\mathbf r\times(\mathbf p_1-\mathbf p_2)\approx\mathbf l_2-\mathbf r_2\times\mathbf p_1$. Of the omitted terms, $\mathbf l_1=\mathbf r_1\times\mathbf p_1$ vanishes in an $s$ state and $-\mathbf r_1\times\mathbf p_2$ averages to zero at leading order. The term $-\mathbf r_2\times\mathbf p_1$ also averages to zero. Its correction from expanding $r^{-3}$ contains $\langle r_{1j}p_{1k}\rangle\propto\delta_{jk}$ and hence $\mathbf r_2\times\mathbf r_2=0$. Thus $X\to\langle r_2^{-3}\rangle$, and $N/2-X\to(Z/2-1)\langle r_2^{-3}\rangle$, which vanishes for $Z=2$. The limit requires a $p$ function that is negligible inside the core, and the $np$ states of helium do not approach it as $n$ grows, because $\langle r_2^{-3}\rangle$ is weighted toward small $r_2$. With a $1s$ function of charge 2, a hydrogenic $np$ function of charge 1 and no exchange, $X/\langle r_2^{-3}\rangle$ is 0.82 for $n=2$ and tends to about 0.77 for large $n$, while $T/X$ goes from $-0.36$ to $-0.35$.

In the same limit $\langle\cos^2\theta\rangle=\frac15$ at $M_L=1$, so $T\to-\frac25\langle r_2^{-3}\rangle$ and $T/X\to-0.4$. The computed ratio is $-0.26$. The real state is therefore well away from this limit, and the closeness of its cancellation is a result of the calculation that the limit alone does not explain.

The shifts describe the effect of $a$ on the leading fine structure. Nuclear recoil, second-order mixing and higher relativistic corrections must be added before the intervals are compared with precise measurements. The three scale factors also rest on small momentum transfer: when $q$ approaches $mc$, the anomalous moment can no longer be represented by one constant, and the expansion in $1/c$ fails.
